\section*{Interdiffusion with and without vacancy sources: Darken and Nernst–Planck limits}

\section*{The model}

Two kinds of atom, A and B, and a few vacancies V occupy the sites of one crystal lattice. Atoms move by exchanging places with vacancies. When A is faster than B, more A than B tends to cross a given lattice plane, and any difference is a flow of vacancies. The problem asks how the rate of mixing depends on what becomes of these vacancies.

Composition varies along $z$, and $\nabla$ means $\partial/\partial z$. There are $N$ sites per volume, with site fractions $x_A$, $x_B$ and $x_V\ll1$, so that $x_A+x_B\approx1$. Both atoms and the vacancy have the same volume. Fluxes $J_i$ are counted relative to the lattice planes. In the mean-field description of vacancy exchange, without cross terms until part (g),
\begin{equation}
J_i=-\frac{N x_i x_V w_i}{kT}\,\nabla(\mu_i-\mu_V),\qquad i=A,B. \label{flux}
\end{equation}
The difference $\mu_i-\mu_V$ appears because each jump moves an atom one way and a vacancy the other. The vacancy potential is $\mu_V=kT\ln(x_V/x_{eq})$, zero at the equilibrium content $x_{eq}$, which is taken as independent of composition. For a tracer in an otherwise uniform alloy, $\mu_i=kT\ln x_i+\text{const}$ and $\nabla\mu_V=0$, so $J_i=-Nx_Vw_i\nabla x_i$. The tracer diffusivity is therefore
\begin{equation}
D_i=x_Vw_i ,
\end{equation}
and it is proportional to the vacancy content actually present. Two abbreviations are used throughout: $\Delta=w_A-w_B$ and $W=x_Aw_A+x_Bw_B$.

\section*{(a) Fluxes in terms of two gradients}

\textit{Express $J_A$, $J_B$, the vacancy flux and the interdiffusion flux through $\nabla x_A$ and $m=\nabla\mu_V/kT$.}

\textbf{Solution.} The Gibbs--Duhem relation is $x_A\nabla\mu_A+x_B\nabla\mu_B+x_V\nabla\mu_V=0$. Its last term is smaller than the others by a factor of order $x_V$ and is dropped. With the thermodynamic factor $\Phi$ defined by the first equality,
\begin{equation}
x_A\nabla\mu_A=kT\,\Phi\nabla x_A=-x_B\nabla\mu_B. \label{gd}
\end{equation}
For a regular solution, $\mu_A=kT(\ln x_A+\omega x_B^2)+\text{const}$, where $\omega$ is the interaction energy over $kT$. Differentiating with $\nabla x_B=-\nabla x_A$ gives $\Phi=1-2\omega x_Ax_B$. Inserting (\ref{gd}) in (\ref{flux}),
\begin{align}
J_A&=-Nx_Vw_A(\Phi\nabla x_A-x_Am),\label{ja}\\
J_B&=-Nx_Vw_B(-\Phi\nabla x_A-x_Bm).\label{jb}
\end{align}
Every jump exchanges one atom and one vacancy, so $J_V=-(J_A+J_B)$:
\begin{equation}
J_V=Nx_V(\Phi\Delta\nabla x_A-Wm). \label{jv}
\end{equation}
Mixing is measured in the frame where the total atom flux vanishes. That frame removes from $J_A$ the share $x_A$ of the common drift:
\begin{align}
\tilde J&=J_A-x_A(J_A+J_B)=x_BJ_A-x_AJ_B\nonumber\\
&=-Nx_V\left[\Phi(x_Bw_A+x_Aw_B)\nabla x_A-x_Ax_B\Delta\,m\right]. \label{jt}
\end{align}
The interdiffusivity $\tilde D$ is defined by $\tilde J=-N\tilde D\nabla x_A$. It is fixed once $m$ is known, and $m$ depends on the vacancy sources.

\section*{(b) Ideal sources and sinks}

\textit{Find $\tilde D$ and the lattice velocity when sources hold the vacancies at equilibrium everywhere.}

\textbf{Solution.} Now $\mu_V=0$, hence $m=0$, and (\ref{jt}) gives Darken's form
\begin{equation}
D_D=\Phi(x_BD_A+x_AD_B). \label{dd}
\end{equation}
The vacancy flux (\ref{jv}) is not zero. Sites are removed where vacancies arrive and created where they leave, so the planes between move with some velocity $v$. In a specimen with closed ends the total atom flux seen from outside, $J_A+J_B+Nv$, vanishes. Therefore
\begin{equation}
v=-\frac{J_A+J_B}{N}=\Phi(D_A-D_B)\nabla x_A. \label{v}
\end{equation}
If A is the faster species and the alloy is stable ($\Phi>0$), $v$ points towards the A-rich side. This is the Kirkendall shift of inert markers.

\section*{(c) No sources}

\textit{Show that without sources the net vacancy flux becomes negligible, and find $\tilde D$.}

\textbf{Solution.} Vacancies are now conserved, $N\,\partial x_V/\partial t=-\nabla J_V$. Since $x_Vm=\nabla x_V$, equation (\ref{jv}) reads
\begin{equation}
J_V/N=x_V\Phi\Delta\nabla x_A-W\nabla x_V. \label{jv2}
\end{equation}
The second term is ordinary vacancy diffusion with coefficient $W$. For a composition wave of wave number $k$ it brings the vacancies into balance in a time $1/(Wk^2)$. Mixing takes about $1/(\tilde Dk^2)$, longer by a factor of order $1/x_V$. After the transient $x_V$ changes only as fast as the composition does, so $J_V\sim Nx_V\tilde Dk$, while $J_A\sim N\tilde Dk$. The net vacancy flux is thus of order $x_V$ times the atomic flux. To leading order $J_V=0$, and (\ref{jv}) gives
\begin{equation}
m=\Phi\Delta\nabla x_A/W. \label{m}
\end{equation}
With $J_A=-J_B$, the interdiffusion flux is $J_A$ itself. From (\ref{ja}),
\begin{equation}
J_A=-Nx_Vw_A\Phi\,\frac{W-x_A\Delta}{W}\,\nabla x_A .
\end{equation}
The numerator is $x_Aw_A+x_Bw_B-x_Aw_A+x_Aw_B=w_B$. Hence
\begin{equation}
D_{NP}=\Phi\frac{x_Vw_Aw_B}{W}=\Phi\frac{D_AD_B}{x_AD_A+x_BD_B}, \label{np}
\end{equation}
the Nernst--Planck form. The vacancy gradient acts as the electric field does between ions of unequal mobility: it holds back the fast species and drives the slow one until the two fluxes cancel. The $D_i$ in (\ref{np}) belong to the local, non-equilibrium $x_V$. Tracer data measured at equilibrium must be multiplied by $x_V/x_{eq}$.

\section*{(d) Which species controls mixing?}

\textit{Compare the two forms at the same composition and vacancy content. When does the slower species control?}

\textbf{Solution.} Multiply out, using $x_A^2+x_B^2=1-2x_Ax_B$:
\begin{align}
(x_Bw_A+x_Aw_B)W&=x_Ax_B(w_A^2+w_B^2)+(x_A^2+x_B^2)w_Aw_B\nonumber\\
&=w_Aw_B+x_Ax_B\Delta^2. \label{id}
\end{align}
Multiplying by $\Phi x_V/W$,
\begin{equation}
D_D-D_{NP}=\Phi\,\frac{x_Ax_B(D_A-D_B)^2}{x_AD_A+x_BD_B}. \label{diff}
\end{equation}
In a stable alloy ($\Phi>0$), and at equal vacancy content, the loss of sources slows mixing, unless the species are equally fast or one of them is absent. The inverse of (\ref{np}) is a sum of resistances in series,
\begin{equation}
\frac{\Phi}{D_{NP}}=\frac{x_A}{D_B}+\frac{x_B}{D_A}.
\end{equation}
Let A be the faster. The slow species dominates this sum when $x_AD_A\gg x_BD_B$, and then $D_{NP}\approx\Phi D_B/x_A$. The condition fails in dilute A: for $x_A\to0$ both forms tend to $D_A$, and for $x_A\to1$ both tend to $D_B$ (with $\Phi\to1$). In either dilute limit the solute controls, with or without sources.

Logarithmic derivatives at fixed $x_A$, $\Phi$ and $x_V$ measure the degree of control:
\begin{equation}
\frac{\partial\ln D_{NP}}{\partial\ln D_B}=\frac{x_AD_A}{x_AD_A+x_BD_B},\qquad
\frac{\partial\ln D_D}{\partial\ln D_A}=\frac{x_BD_A}{x_BD_A+x_AD_B}.
\end{equation}
For $x_A=0.3$ and $D_A/D_B=20$ they are $6/6.7=0.896$ and $14/14.3=0.979$. Without sources the slow species has 90\% of the control; with ideal sources the fast one has 98\%.

\section*{(e) A strong composition wave}

\textit{Take $\Phi=1$, constant $w_i$, closed ends and no sources. Solve for the vacancy profile and the mixing at any amplitude. What changes if one end is a vacancy source?}

\textbf{Solution.} Here $\nabla W=\Delta\nabla x_A$, so (\ref{m}) becomes $\nabla\ln x_V=\nabla\ln W$, with the solution
\begin{equation}
x_V=K\,W .
\end{equation}
Averaging over the specimen gives $K=\bar x_V/\bar W$. Both averages are conserved, so $K$ is constant. Equation (\ref{np}) then reduces to
\begin{equation}
D_{NP}=Kw_Aw_B=\bar x_V\,w_Aw_B/\bar W ,
\end{equation}
which is uniform in space and constant in time. Where the alloy is rich in the fast species the denominator of (\ref{np}) is large, but the vacancy content is larger in the same ratio. To leading order in $x_V$, a profile $x_A=\bar x_A+a\cos kz$ keeps its shape and decays as $e^{-D_{NP}k^2t}$, even at large amplitude.

The small remaining vacancy flux follows from $\partial x_V/\partial t=K\Delta\,\partial x_A/\partial t$. Both fluxes vanish at the ends, so $J_V=K\Delta J_A$.

A numerical lattice model that follows A, B and vacancies separately tests this for $w_A/w_B=20$, $\bar x_A=0.5$, initial $a=0.4$ and $\bar x_V=10^{-4}$. After one decay time the largest departure from the predicted profile is $4\times10^{-6}$ in atom fraction. The ratio $|J_V|/|J_A|$ has fallen from 0.95 to $1.8\times10^{-4}$, in agreement with $K\Delta=10^{-4}\times19/10.5$. At that time the vacancy content runs from 0.73 to 1.27 times its mean, so the true local $D_A$ and $D_B$ differ from those computed with the mean by up to 27\% of the latter. Just after the transient, when $a$ is still close to 0.4, $x_V=KW$ gives a wider range, from 0.28 to 1.72.

Now let the A-rich end plane hold $x_V=x_{eq}$. The flux needed to adjust the vacancy content is again of order $x_V$, so $x_V=KW$ still holds, but the end fixes $K=x_{eq}/(\bar W+\Delta a)$. The amplitude obeys
\begin{equation}
\frac{da}{dt}=-\frac{k^2x_{eq}w_Aw_B}{\bar W+\Delta a}\,a .
\end{equation}
Separating variables and integrating from $a_0$ to $a$,
\begin{equation}
k^2x_{eq}w_Aw_B\,t=\bar W\ln\frac{a_0}{a}+\Delta(a_0-a).
\end{equation}
For the same couple, a fall of $a$ by the factor $e$ takes 1.46 times as long as in the closed specimen with $\bar x_V=x_{eq}$. At that time the lattice model gives $a=0.1471$, against 0.1472 from the formula. A source at one end thus leaves the Nernst--Planck form in force but changes the vacancy level in it.

\section*{(f) Sources of finite strength}

\textit{Let sources throughout the crystal restore the vacancies at the rate $(x_{eq}-x_V)/\tau$. Find $\tilde D$ for a small wave $a\cos kz$.}

\textbf{Solution.} Write $x_V=x_{eq}+b\cos kz$ and keep first order in $a$ and $b$. New sites dilute A and B in equal proportion, so they do not alter the atom fractions, and transport by the moving lattice is of second order. The vacancies are quasi-steady on the time scale of mixing. From (\ref{jv2}), with $\nabla^2\to-k^2$,
\begin{equation}
k^2(x_{eq}\Phi\Delta a-Wb)-b/\tau=0 .
\end{equation}
With the source length $L=\sqrt{W\tau}$, the distance a vacancy diffuses before it is absorbed,
\begin{equation}
b=\frac{x_{eq}\Phi\Delta a}{W}\,s,\qquad s=\frac{k^2L^2}{1+k^2L^2}. \label{b}
\end{equation}
Thus $m$ is $s$ times its value (\ref{m}). Inserted in (\ref{jt}), this gives $\tilde D=D_D-s\,\Phi x_{eq}x_Ax_B\Delta^2/W$, and by (\ref{diff}) the subtracted term is $s(D_D-D_{NP})$:
\begin{equation}
\tilde D(k)=\frac{D_D+k^2L^2D_{NP}}{1+k^2L^2}. \label{dk}
\end{equation}
Long waves follow Darken and short waves follow Nernst--Planck. The relaxation rates of the lattice model were compared with (\ref{dk}) and both its limits for four alloys, with $x_A$ from 0.1 to 0.8, $w_A/w_B$ from $1/8$ to 50 and $\omega$ from $-1$ to 1. The largest departure was $5.6\times10^{-4}$ of the formula's value, at $x_V=10^{-4}$.

\section*{(g) The vacancy wind}

\textit{Successive jumps with the same vacancy are correlated. In Manning's random-alloy theory this adds cross terms. With $p_i=x_iD_i$, $S=p_A+p_B$, $X_i=\nabla(\mu_i-\mu_V)$ and $M=(1-f_0)/f_0$, where $f_0$ is the tracer correlation factor of the lattice,}
\begin{equation}
J_i=-\frac{Np_i}{kT}\left[X_i+\frac{M}{S}(p_AX_A+p_BX_B)\right].
\end{equation}
\textit{How do the two limits change?}

\textbf{Solution.} Adding the fluxes gives
\begin{equation}
J_A+J_B=-\frac{N(1+M)}{kT}(p_AX_A+p_BX_B).
\end{equation}
Without sources this sum is zero, so the bracket $p_AX_A+p_BX_B$ vanishes and the cross terms vanish with it. Equation (\ref{np}) stands unchanged within this theory: no net vacancy flux, no wind.

With ideal sources, (\ref{gd}) gives $p_AX_A+p_BX_B=kT\Phi(D_A-D_B)\nabla x_A$. The extra part of $J_i$ is $-N\Phi Mp_i(D_A-D_B)\nabla x_A/S$. Since $x_Bp_A-x_Ap_B=x_Ax_B(D_A-D_B)$, Darken's result is multiplied by
\begin{equation}
1+M\frac{x_Ax_B(D_A-D_B)^2}{(x_BD_A+x_AD_B)(x_AD_A+x_BD_B)}. \label{wind}
\end{equation}

\section*{(h) A silver--gold film}

\textit{A single-crystal Ag--Au film has mean fraction 0.5 and a composition wave of amplitude 0.05 and period 40 nm. It is annealed at 650 K. Take $D_{Ag}=3\times10^{-16}$ and $D_{Au}=1\times10^{-16}$ cm$^2$/s, $x_{eq}=5\times10^{-8}$ and an interaction energy of $-0.15$ eV. Compare the two limits.}

\textbf{Solution.} With $kT=0.0560$ eV, $\omega=-2.68$ and $\Phi=1+2(2.68)(0.25)=2.34$. Then
\begin{align}
D_D&=2.34\times2\times10^{-16}=4.7\times10^{-16}\ \text{cm}^2/\text{s},\\
D_{NP}&=2.34\times\frac{3\times10^{-32}}{2\times10^{-16}}=3.5\times10^{-16}\ \text{cm}^2/\text{s}.
\end{align}
The wave number is $k=2\pi/40=0.157$ nm$^{-1}$, so $k^2=2.5\times10^{12}$ cm$^{-2}$. The decay times $1/(\tilde Dk^2)$ are about 14 min with ideal sources and 19 min without, if the mean vacancy content is $x_{eq}$ in both cases. The vacancies come into balance in $10^{-4}$ s.

With ideal sources the markers at the mean composition move furthest. There $|\nabla x_A|=ka$, and integrating (\ref{v}) over the whole decay gives $\Phi(D_{Ag}-D_{Au})a/(D_Dk)=0.05/0.157=0.32$ nm, towards the Ag-rich side. Without sources no sites are created, and in this model the markers stay put. Instead, by (\ref{b}) with $s=1$, the Ag-rich regions hold a vacancy excess of $2.34\times0.05=0.117$ relative to equilibrium, once the vacancies have come into balance. In the real alloy $x_{eq}$ varies with composition. The excess is then counted from the local $x_{eq}$, and the vacancy content itself need not be higher in the Ag-rich regions.

\section*{(i) Which limit applies, and what is left out?}

\textit{Judge the film with a dislocation density of $10^9$ cm$^{-2}$.}

\textbf{Solution.} Take $L$ as the dislocation spacing, about 300 nm, an estimate good to a factor of order one. By (\ref{dk}) the sources then raise $\tilde D$ above $D_{NP}$ by an amount of order $10^{-4}$ of its value. The midpoint $kL=1$ would need a density of the order of $10^{12}$ cm$^{-2}$. Even many sources give Darken's rate only if they add and remove planes normal to $z$, or if plastic flow relieves the stress they cause. The full Darken decay changes the number of sites by an amplitude $\Phi(D_{Ag}-D_{Au})a/D_D=0.05$. If this change were spread equally over all directions in a film held in its plane, a biaxial modulus of 80 GPa would turn it into a stress of about 1.3 GPa. Without relief, a back stress of about 80 MPa stops the sources after a change of 0.3\%, and the decay time returns to the Nernst--Planck value. The vacancy excess might itself create sources. It is worth $0.117\,kT$ per atomic volume, a climb stress of about 60 MPa. Bowing out a dislocation takes roughly shear modulus times Burgers vector over the length of the free segment. For a modulus of 30 GPa this is about 400 MPa if the segment is confined to half a period, 20 nm. A segment that climbs in the plane of one layer can be as long as the dislocation spacing, and then about 30 MPa is enough. New sources are therefore not excluded at the start. As long as sources remain few, the Nernst--Planck limit applies inside a film many periods thick. In a film only half a period thick whose two surfaces both act as sources, vacancies flow from one surface to the other and bring the rate closer to Darken's.

Several neglected effects are small here. Gradient energy and coherency strain (misfit 0.002 to 0.004) each change the driving force by about $10^{-3}$ of its value or less. Averaged over the first decay time, the finite amplitude changes the rates by less than 0.2\%. The vacancy wind is larger. With $f_0=0.7815$ the factor (\ref{wind}) is 1.07 for Darken and 1 for Nernst--Planck. The total atom flux, and with it the marker velocity, is multiplied by $1+M=1.28$, so the marker shift of part (h) becomes $0.32\times1.28/1.07=0.38$ nm. An outer surface matters too: by the argument of part (e), one that acts as a source in an Ag-rich plane lowers the mean vacancy content, and with it the initial rate, by about a tenth if the film is thinner than $L$ and its other face is closed. In a thicker film the dislocations restore the content beyond a depth of about $L$, and the mean drop is 7\% at a thickness of 400 nm and 3\% at 1 $\mu$m.

Silver and gold mix in all proportions, attract each other and have nearly equal lattice constants, which is why they suit the model. The diffusivities, vacancy content and interaction energy are rough values for this alloy, and their variation with composition is ignored. In a polycrystalline film there are also grain boundaries, which are fast paths as well as vacancy sources. In one decay time interdiffusion through the lattice reaches over a distance of about $1/k=6.4$ nm. With columnar grains 100 nm wide about a quarter of the metal lies that close to a boundary; with 10 $\mu$m grains it is 0.25\%. A modest error in temperature can outweigh the effect of the sources: for an activation energy of 1.9 eV, 10 K more multiplies the rate by 1.67, while the two limits differ by a factor of 1.33, or 1.43 with the vacancy wind. A decay time alone therefore cannot tell them apart unless temperature, tracer data and vacancy content are known well. Marker motion distinguishes them in principle, but here the shift is of atomic size.

\section*{Values computed for the example and the checks}
\begin{verbatim}
lattice model vs formulas, worst relative error: 5.6e-04
xA=0.5, DA/DB=3: dlnD_np/dlnDB=0.750, dlnD_darken/dlnDA=0.750
xA=0.3, DA/DB=20: dlnD_np/dlnDB=0.896, dlnD_darken/dlnDA=0.979
closed couple, DA/DB=20, mean 0.5, amplitude 0.4: profile error 3.9e-06
  |JV|/|JA| at start 0.95, after one decay time 1.8e-04 (xV = 1e-04)
  xV/mean at that time: 0.73 to 1.27
  source in A-rich end plane: amplitude 0.1471, formula 0.1472
  decay time relative to closed couple: 1.457
Ag-Au example (inputs are rough round values)
T = 650 K, kT = 0.05601 eV, mean fraction 0.5, amplitude 0.05
period = 40 nm, wave number = 0.1571 1/nm
tracer D: Ag 3.0e-16, Au 1.0e-16 cm2/s
equilibrium vacancy fraction = 5e-08
interaction energy = -0.15 eV, omega = -2.678, Phi = 2.339
D_darken = 4.678e-16 cm2/s, D_np = 3.508e-16 cm2/s, ratio 1.333
decay time: Darken 866 s, Nernst-Planck 1155 s
vacancy relaxation time = 1.0e-04 s
largest Darken marker shift = 0.318 nm towards Ag-rich side
peak relative vacancy imbalance without sources = 0.117
Effects left out, sized for the example
dislocations 1e+09 cm^-2: source length 316 nm, D raised by 1.4e-04
density for midway between the forms = 2.5e+12 cm^-2
climb stress = 62 MPa; to bow a source in half a period: 433 MPa (shear modulus 30 GPa)
vacancy wind factor: Darken 1.070, Nernst-Planck 1.000 (f0=0.7815)
gradient energy: relative change of Phi = -2.0e-04
coherency strain (misfit 0.002, modulus 100 GPa): relative change 1.6e-04
lattice diffusion length in one decay time = 6.37 nm
  share of metal that near grain boundaries, grain 100 nm: 0.2546
  share of metal that near grain boundaries, grain 10000 nm: 0.0025
  share that near dislocations: 1.3e-03
finite amplitude, relative rate change: Nernst-Planck -1.6e-03, Darken -7.5e-04
rate factor for 10 K more, activation 1.9 eV: 1.67
\end{verbatim}
